# Band modulation in silicon with alternating donor and acceptor sheets: a numerical check

```python
"""Band modulation of alternating donor and acceptor sheets in silicon.
Result under test (atomic units): height V0 = pi*N*d/kappa, where
N = ionized dopants per area in each sheet, d = donor-to-donor period,
kappa = relative permittivity. Sheets are equally spaced by d/2, there are
no free carriers and the mean field is zero. F = 2*pi*N/kappa is the field.
Direct checks use nm and eV; the formulas are evaluated in atomic units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import ai_zeros

hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0] * 1e9       # nm
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9         # eV nm
kinetic = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18         # eV nm^2

# Chosen inputs; material parameters are rough typical values.
density_cm = 1e13
density = density_cm * 1e-14                               # nm^-2
period = 10.0                                              # nm
kappa = 11.7
gap = 1.12                                                 # eV
mass_e, mass_h, mass_plane = 0.92, 0.28, 0.4                # electron masses
temperature = 300.0                                        # K

# Derived formulas in atomic units, then converted.
density_au = density * bohr**2
period_au = period / bohr
height_au = np.pi * density_au * period_au / kappa
height = height_au * hartree
field = 2 * np.pi * density_au / kappa * hartree / bohr     # eV/nm
half = period / 2


def disc_difference(z1, z2):
    """Coulomb integral over a large disc: potential at z1 minus at z2."""
    def integrand(t):
        r = np.exp(t)
        return 2 * np.pi * r * r * (1 / np.hypot(r, z1) - 1 / np.hypot(r, z2))
    return quad(integrand, np.log(1e-6), np.log(1e6), limit=400,
                epsabs=1e-7, epsrel=1e-8)[0]


def energy_step(charges, k):
    """Electron energy at sheet k+1 minus that at sheet k, in eV."""
    total = sum(q * disc_difference(abs(k - j) * half, abs(k + 1 - j) * half)
                for j, q in enumerate(charges))
    return coulomb * density / kappa * total


# Neutral stacks summed directly from Coulomb's law.
balanced = [(-1)**j for j in range(9)]
balanced[0] = balanced[-1] = 0.5
paired = [(-1)**j for j in range(8)]
step_up = energy_step(balanced, 4)
step_down = energy_step(balanced, 5)
pair_first = energy_step(paired, 2)
pair_second = energy_step(paired, 3)
assert abs(step_up - height) < 1e-3 * height
assert abs(step_down + height) < 1e-3 * height
assert abs(pair_first - 2 * height) < 2e-3 * height
assert abs(pair_second) < 2e-3 * height


def poisson_energy(z, width=0.0):
    """Fourier solution for sheets broadened into uniform slabs."""
    m = np.arange(1, 200001, 2)
    g = 2 * np.pi * m / period
    shape = np.sinc(m * width / period)
    source = 2 * density / period * shape
    return -np.sum(8 * np.pi * coulomb * source
                   * np.cos(g * z) / (kappa * g**2))


fourier_height = poisson_energy(half) - poisson_energy(0)
assert abs(fourier_height - height) < 2e-5
for z in (0.7, 2.5, 4.1, 6.3, 8.8):
    triangle = field * min(z, period - z)
    assert abs(poisson_energy(z) - poisson_energy(0) - triangle) < 2e-5

spread_heights = {}
for width in (1.0, 2.0, 5.0):
    value = poisson_energy(half, width) - poisson_energy(0, width)
    assert abs(value - height * (1 - width / period)) < 2e-5
    spread_heights[width] = value


def ground_energy(mass):
    """Lowest periodic state in the triangular wave, by finite differences."""
    n = 500
    h = period / n
    z = (np.arange(n) - n // 2) * h
    t = kinetic / mass / h**2
    matrix = np.diag(2 * t + field * np.abs(z))
    i = np.arange(n)
    matrix[i, (i + 1) % n] -= t
    matrix[(i + 1) % n, i] -= t
    return np.linalg.eigvalsh(matrix)[0]


airy_number = -ai_zeros(1)[1][0]
confinement = []
airy_energies = []
for mass in (mass_e, mass_h):
    numerical = ground_energy(mass)
    airy = airy_number * (kinetic / mass * field**2)**(1 / 3)
    # Neighbouring wells and the grid cause sub-meV differences.
    assert abs(numerical - airy) < 1e-3
    confinement.append(numerical)
    airy_energies.append(airy)
edge_gap = gap - height
confined_gap = edge_gap + sum(confinement)
assert edge_gap > 0 and height < gap
density_limit = density_cm * gap / height

# Thermal density: count plane-wave states, then integrate Fermi occupation.
box, energy_cut = 400.0, 0.2
grid = np.arange(-150, 151)
nx, ny = np.meshgrid(grid, grid)
energies = kinetic / mass_plane * (2 * np.pi / box)**2 * (nx**2 + ny**2)
state_density = 2 * np.count_nonzero(energies < energy_cut)
state_density /= box**2 * energy_cut
kt = sc.k * temperature / sc.e
thermal_integral = quad(lambda x: 1 / (np.exp(confined_gap / (2 * kt) + x) + 1),
                        0, 40, epsabs=0, epsrel=1e-9)[0]
thermal = state_density * kt * thermal_integral * 1e14
thermal_formula = mass_plane * kt / (2 * np.pi * kinetic)
thermal_formula *= np.exp(-confined_gap / (2 * kt)) * 1e14
assert abs(thermal / thermal_formula - 1) < 0.02
assert thermal < 1e-3 * density_cm

# Field midway between sheets from randomly placed point charges.
rng = np.random.default_rng(12)
samples, radius = 2000, 80.0
random_field = np.zeros(samples)
single_sheet_var = 0.0
for side in range(2):
    for j in range(7):
        distance = (j + 0.5) * half
        weight = 0.5 if j == 6 else 1.0
        counts = rng.poisson(weight * density * np.pi * radius**2, samples)
        r2 = radius**2 * rng.random(counts.sum())
        contribution = distance / (r2 + distance**2)**1.5
        owner = np.repeat(np.arange(samples), counts)
        sheet = np.bincount(owner, contribution, minlength=samples)
        if side == 0 and j == 0:
            single_sheet_var = np.var(sheet)
        random_field += (-1)**j * sheet
random_field *= coulomb / kappa
mean_ratio = random_field.mean() / field
rms_ratio = random_field.std() / field
rms_formula = np.sqrt(np.pi / (2 * density)) / period
sheet_formula = np.pi * density / (2 * (half / 2)**2)
# Tolerances cover sampling noise, finite discs and omitted remote sheets.
assert abs(mean_ratio - 1) < 0.08
assert abs(rms_ratio / rms_formula - 1) < 0.08
assert abs(single_sheet_var / sheet_formula - 1) < 0.15

print(f"Sheet density N: {density_cm:.2e} cm^-2")
print(f"Donor-to-donor period d: {period:.1f} nm = {10*period:.0f} angstrom")
print(f"Donor-acceptor spacing: {half:.1f} nm")
print(f"Relative permittivity: {kappa:.1f}")
print(f"N in atomic units: {density_au:.4e} bohr^-2")
print(f"d in atomic units: {period_au:.2f} bohr")
print(f"Field F: {10*field:.3f} MV/cm")
print(f"Modulation V0: {height:.4f} eV = {height_au:.5f} hartree")
print(f"V0 if 10 nm were donor-acceptor spacing: {2*height:.3f} eV")
print(f"Coulomb sum, balanced stack, step up: {step_up:.4f} eV")
print(f"Coulomb sum, balanced stack, step down: {step_down:.4f} eV")
print(f"Coulomb sum, paired stack, first step: {pair_first:.4f} eV")
print(f"Coulomb sum, paired stack, next step: {abs(pair_second):.4f} eV")
print(f"Fourier Poisson height: {fourier_height:.4f} eV")
for width in (1.0, 2.0):
    print(f"Height for {width:.0f} nm slabs: {spread_heights[width]:.4f} eV")
print(f"Silicon gap (rough input): {gap:.2f} eV")
print(f"Electron mass along growth (rough): {mass_e:.2f} m_e")
print(f"Heavy-hole mass along growth (rough): {mass_h:.2f} m_e")
print(f"Airy number for even ground state: {airy_number:.4f}")
print(f"Electron confinement, grid: {confinement[0]:.4f} eV")
print(f"Electron confinement, Airy: {airy_energies[0]:.4f} eV")
print(f"Hole confinement, grid: {confinement[1]:.4f} eV")
print(f"Hole confinement, Airy: {airy_energies[1]:.4f} eV")
print(f"Gap between separated band edges: {edge_gap:.3f} eV")
print(f"Gap including confinement: {confined_gap:.3f} eV")
print(f"N at which V0 equals Eg: {density_limit:.2e} cm^-2")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kt:.4f} eV")
print(f"In-plane density-of-states mass (rough): {mass_plane:.1f} m_e")
print(f"Thermal carriers per well, estimate: {thermal:.1e} cm^-2")
print(f"Mean in-plane dopant spacing N^(-1/2): {density**-0.5:.2f} nm")
print(f"Random dopants, mean field / F: {mean_ratio:.3f}")
print(f"Random dopants, rms field / F, sampled: {rms_ratio:.3f}")
print(f"Random dopants, rms field / F, formula: {rms_formula:.3f}")
print("tests ok")
```

Output:

```
Sheet density N: 1.00e+13 cm^-2
Donor-to-donor period d: 10.0 nm = 100 angstrom
Donor-acceptor spacing: 5.0 nm
Relative permittivity: 11.7
N in atomic units: 2.8003e-04 bohr^-2
d in atomic units: 188.97 bohr
Field F: 0.773 MV/cm
Modulation V0: 0.3866 eV = 0.01421 hartree
V0 if 10 nm were donor-acceptor spacing: 0.773 eV
Coulomb sum, balanced stack, step up: 0.3866 eV
Coulomb sum, balanced stack, step down: -0.3866 eV
Coulomb sum, paired stack, first step: 0.7733 eV
Coulomb sum, paired stack, next step: 0.0000 eV
Fourier Poisson height: 0.3866 eV
Height for 1 nm slabs: 0.3480 eV
Height for 2 nm slabs: 0.3093 eV
Silicon gap (rough input): 1.12 eV
Electron mass along growth (rough): 0.92 m_e
Heavy-hole mass along growth (rough): 0.28 m_e
Airy number for even ground state: 1.0188
Electron confinement, grid: 0.0640 eV
Electron confinement, Airy: 0.0640 eV
Hole confinement, grid: 0.0951 eV
Hole confinement, Airy: 0.0951 eV
Gap between separated band edges: 0.733 eV
Gap including confinement: 0.892 eV
N at which V0 equals Eg: 2.90e+13 cm^-2
Temperature: 300 K
Thermal energy kT: 0.0259 eV
In-plane density-of-states mass (rough): 0.4 m_e
Thermal carriers per well, estimate: 1.4e+05 cm^-2
Mean in-plane dopant spacing N^(-1/2): 3.16 nm
Random dopants, mean field / F: 0.974
Random dopants, rms field / F, sampled: 0.394
Random dopants, rms field / F, formula: 0.396
tests ok
```
